\section*{Cooling Rate and Crystallized Fraction with Steady Nucleation and Spherical Growth}

\section*{Problem}

A melt that contains no crystals is cooled at the constant rate $q=-dT/dt>0$ from $T_s$, just below its melting temperature $T_m$, to $T_e$, where growth has practically stopped. Crystals are born at random places at the steady rate $I(T)$ per unit untransformed volume and unit time. Each grows as a sphere whose radius increases at speed $u(T)$ until it meets another crystal. Assume that:
\begin{itemize}
\item $I$ and $u$ depend on the momentary temperature alone;
\item a grain has negligible radius at birth;
\item the sample is large compared with a grain;
\item latent heat does not disturb the cooling.
\end{itemize}
Let $X(q)$ be the final crystallized volume fraction, averaged over the sample. The temperatures $T_s$ and $T_e$ are held fixed when $q$ is changed.

\begin{enumerate}
\item[(a)] Find how $X$ depends on $q$, including the overlap of growing grains.
\item[(b)] Show that halving $q$ multiplies a small $X$ by sixteen, and find how small $X$ must be.
\item[(c)] Find the corresponding factors for a fixed number of initial crystals, for a flat crystalline rim, and for a film much thinner than the grains.
\item[(d)] For the phase-change film specified below, find the cooling rate that leaves $0.1\,\%$ crystallized and the fraction left at half that rate. Estimate the effects that the assumptions leave out.
\end{enumerate}

\paragraph{Data for (d).} The film is 200 nm thick and is melted through its whole thickness over a wide patch. The parameters are rough values in the regime of Ge--Sb--Te alloys: $T_m=900$ K, $T_s=890$ K, $T_e=400$ K, heat of fusion $H=700$ J/cm$^3$, crystal--liquid interface energy $\sigma=80$ mJ/m$^2$, jump distance $\lambda=0.30$ nm and atomic volume $v=0.030$ nm$^3$. The viscosity is $\eta=\eta_0\exp[B/(T-T_0)]$ with $\eta_0=10^{-4}$ Pa\,s, $B=1850$ K and $T_0=350$ K. The diffusion coefficient, driving force per volume and growth speed are
\begin{equation}
D=\frac{k_BT}{3\pi\lambda\eta},\qquad
g=H\,\frac{T_m-T}{T_m}\,\frac{2T}{T_m+T},\qquad
u=\frac{D}{\lambda}\left[1-e^{-gv/(k_BT)}\right].
\end{equation}
Classical nucleation theory gives the barrier $W$, the critical radius $r_*$ and the number $n_*$ of atoms in a critical cluster:
\begin{equation}
W=\frac{16\pi\sigma^3}{3g^2},\qquad r_*=\frac{2\sigma}{g},\qquad n_*=\frac{4\pi r_*^3}{3v}.
\end{equation}
With the attachment rate $\beta$ and the Zeldovich factor $Z$, the nucleation rate is
\begin{equation}
I=\beta F_s,\quad F_s=\frac{Z}{v}e^{-W/(k_BT)},\quad
\beta=\frac{24Dn_*^{2/3}}{\lambda^2},\quad
Z=\frac{1}{n_*}\sqrt{\frac{W}{3\pi k_BT}} .
\end{equation}

\section*{Solution}

\subsection*{(a) The fraction as a function of cooling rate}

\paragraph{Size of one grain.} Consider a grain born at temperature $T'$. Its final radius, if nothing blocks it, is the time integral of $u$ from its birth to the end of cooling. Since $dt=-dT/q$,
\begin{equation}
R(T')=\int_{t'}^{t_e}u\,dt=-\frac1q\int_{T'}^{T_e}u(T)\,dT=\frac{G(T')}{q},
\qquad G(T')=\int_{T_e}^{T'}u(T)\,dT .
\label{eq:R}
\end{equation}
The minus sign has been used to exchange the limits. The function $G$ does not contain $q$: slower cooling leads the grain through the same growth speeds, but gives it more time at each.

\paragraph{Extended fraction.} Suppose for the moment that births continue at rate $I$ everywhere, even inside crystals, and that spheres pass freely through one another. The number born per volume while the temperature falls through an interval of width $dT'$ is $I(T')\,dT'/q$. Adding the volumes of all spheres, with overlaps counted repeatedly, gives
\begin{equation}
X_{\rm ext}=\int_{T_e}^{T_s}\frac{I(T')}{q}\,\frac{4\pi}{3}\left[\frac{G(T')}{q}\right]^3dT'
=\frac{K}{q^4},\qquad
K=\frac{4\pi}{3}\int_{T_e}^{T_s}I\,G^3\,dT' .
\label{eq:K}
\end{equation}
One power of $1/q$ comes from the number of grains and three come from the volume of each.

\paragraph{The fictitious spheres cover the right region.} Let sphere $j$ be born at time $t_j$ inside sphere $i$, whose radius is then $r_i(t_j)$. Both radii later increase by the same amount $R_j$, because $u$ depends on temperature alone. A point of the final sphere $j$ is at most $R_j$ from centre $j$, and hence at most $r_i(t_j)+R_j=R_i$ from centre $i$. Sphere $j$ therefore adds nothing to the region covered by sphere $i$. If $i$ is itself fictitious, the argument is repeated with the earlier sphere that contained its birthplace, until a real grain is reached.

Blocking adds no error either. If grain $k$ reaches a point on the path of grain $i$ first, sphere $k$ can continue from there at the same speed, and it reaches every point farther along that path no later than sphere $i$ would have done. The union of the freely growing spheres is thus the crystallized region.

\paragraph{From extended to true fraction.} Choose a fixed point. The spheres that cover it are those born at temperature $T'$ within a distance $R(T')$. Births are independent and random in space and time, so the number of covering spheres has a Poisson distribution. Its mean is the integral in Eq.~\eqref{eq:K}, namely $X_{\rm ext}$. The probability of no covering sphere is $e^{-X_{\rm ext}}$, and therefore
\begin{equation}
X(q)=1-\exp\left(-\frac{K}{q^4}\right).
\label{eq:X}
\end{equation}

This law was tested by placing random spheres, with radii from Eq.~\eqref{eq:R}, in periodic boxes at two rates differing by a factor of two. The coldest-born grains, carrying $0.1\,\%$ of the extended volume, were left out. The covered fractions were $0.094\pm0.003$ and $0.801\pm0.010$ (standard errors), against $0.095$ and $0.798$ from Eq.~\eqref{eq:X}.

\subsection*{(b) Halving the cooling rate}

Replacing $q$ by $q/2$ in the exponent gives $K/(q/2)^4=16K/q^4$. Hence
\begin{equation}
1-X(q/2)=e^{-16K/q^4}=\left[e^{-K/q^4}\right]^{16}=[1-X(q)]^{16}.
\label{eq:sixteen}
\end{equation}
Write $X$ for $X(q)$. Expanding the sixteenth power,
\begin{equation}
\frac{X(q/2)}{X(q)}=\frac{1-(1-X)^{16}}{X}
=\frac{16X-120X^2+\cdots}{X}=16-120X+\cdots ,
\label{eq:ratio}
\end{equation}
because the binomial coefficient of $X^2$ is $16\cdot15/2=120$. The ratio tends to sixteen as $X\to0$, which is the required result. The factor is $2\times2^3$: twice as many grains, each with twice the radius.

To bound the error, set $f(X)=1-(1-X)^{16}$, so that $f'(X)=16(1-X)^{15}$. For $0\le X\le1$ this derivative is at most 16. Bernoulli's inequality $(1-X)^{15}\ge1-15X$ shows that it is at least $16-240X$. Integrating from $0$, where $f=0$, and dividing by $X$ gives
\begin{equation}
16-120X\le\frac{X(q/2)}{X(q)}\le16 .
\end{equation}
The fraction must still be small after the multiplication. The ratio is $5\,\%$ below sixteen when $X(q)=0.69\,\%$. For $X(q)=5\,\%$ it is only $11.2$, because grains then overlap appreciably at the slower rate. When the slower run crystallizes almost completely, the ratio approaches $1/X(q)$.

The cooling rate need not be constant. If it is a function $q(T)$, the factors $1/q$ stay inside the integrals. Halving $q(T)$ at every temperature still doubles both the number born in each temperature interval and every final radius, so Eq.~\eqref{eq:sixteen} survives.

\subsection*{(c) Other geometries and sources}

\paragraph{Fixed initial crystals.} Let $N$ small crystals per volume be present at $T_s$, with no later births. Then $X_{\rm ext}=(4\pi/3)N[G(T_s)/q]^3$, and halving $q$ multiplies it by $2^3=8$. The missing factor of two is the extra time for nucleation.

\paragraph{Flat crystalline rim.} A flat front advances by $G(T_s)/q$. Halving $q$ doubles the advance, and also the crystallized fraction while the advance is small compared with the sample.

\paragraph{Very thin film.} If the film thickness $h$ is much less than the radii of the grains that carry most of the volume, each such grain is nearly a disc of volume $\pi R^2h$. With continuing nucleation,
\begin{equation}
X_{\rm ext}\simeq\int_{T_e}^{T_s}\frac{I}{q}\,\pi R^2h\,dT'
=\frac{\pi h}{q^3}\int_{T_e}^{T_s}I\,G^2\,dT' .
\end{equation}
Here $I\,dT'/q$ counts grains per volume, $\pi R^2h$ is the volume of one grain, and $R=G/q$. The factor on halving $q$ is $2^3=8$, the same as for fixed crystals in a thick sample. A measured factor of eight would not by itself distinguish these two cases.

\subsection*{(d) The phase-change film}

\paragraph{Rates and fractions.} Numerical integration of Eq.~\eqref{eq:K} gives $K=1575$ (K/\textmu s)$^4$. For $X=0.001$, Eq.~\eqref{eq:X} requires $K/q^4=-\ln(0.999)=0.001001$, so
\begin{equation}
q=\left(\frac{1575}{0.001001}\right)^{1/4}\ \text{K/\textmu s}=35.4\ \text{K/\textmu s}=3.54\times10^7\ \text{K/s}.
\end{equation}
At half this rate, $17.7$ K/\textmu s, the extended fraction is $16\times0.001001=0.0160$. The true fraction is $1-e^{-0.0160}=1.59\,\%$. The ratio is $15.88$, in agreement with $16-120\times0.001$. A separate integration forward in time, which does not use the scaling with $q$, gave the same ratio and an extended ratio of $16.000$.

\paragraph{Where the crystallized volume comes from.} The nucleation rate peaks at 553 K, but the middle $90\,\%$ of the extended volume belongs to grains born between 587 and 654 K. The weight in Eq.~\eqref{eq:K} is $IG^3$, and grains born colder have little growth left. The volume-weighted mean radius is 54 nm at $q$ and 107 nm at $q/2$, while the number of nuclei rises from 60 to 121 per \textmu m$^3$. These are the two doublings found in (b).

\paragraph{Finite radius at birth.} At 621 K, the median birth temperature by volume, the driving force is $g=700\times(279/900)\times(1242/1521)=177$ J/cm$^3$. Thus $r_*=2\times0.080/(1.77\times10^8)$ m $=0.90$ nm. Replacing $R$ by $r_*+G/q$ raises the extended fraction at $q$ by $8\,\%$. The expanded cube, with the birth factor $1/q$, contains terms in $q^{-4}$, $q^{-3}$, $q^{-2}$ and $q^{-1}$, which halving multiplies by 16, 8, 4 and 2. With this change alone, the extended ratio falls below sixteen, to $15.4$. The estimate leaves out an opposing effect. Surface energy lowers the driving force on a grain of radius $r$ to $g(1-r_*/r)$, so a grain just above critical size at first grows very slowly. The growth lost in this way outweighs the added radius $r_*$. Using the reduced driving force in $u$ and integrating each radius from birth, the extended fraction at $q$ falls by about $19\,\%$ if a grain starts where its free energy lies $k_BT$ below the barrier top (about $0.09$ nm above $r_*$), and by about $36\,\%$ if it starts at $r_*$ itself. The extended ratio then rises above sixteen, to about $17.4$ and $19.2$ respectively. The size of this correction depends on how the escape from the critical size is treated.

\paragraph{Nucleation lag.} Let the cluster factor $F$ follow its steady value by $dF/dt=(F_s-F)/\tau$, with the estimate $\tau=2/(3\pi Z^2\beta)$. At 621 K, $\tau=3.4$ ns, during which the film cools by $35.4\times0.0034=0.12$ K. The extended fraction at $q$ falls by $1.6\,\%$. Slower cooling lets the clusters follow more closely, and the extended ratio becomes $16.1$. This is the low end of the estimate: the attachment rate $\beta$ corresponds to a growth speed about five times the $u$ used here. With $\tau$ five times longer, the fraction at $q$ falls by about $7.5\,\%$ and the ratio becomes $16.6$.

\paragraph{Film faces.} Grains near a face are cut off. The volume of a sphere beyond a plane at distance $z$ from its centre is $\int_z^R\pi(R^2-s^2)\,ds$. For $R<h$ and centres spread evenly over the thickness, the mean loss at the two faces is
\begin{equation}
\frac2h\int_0^R dz\int_z^R\pi(R^2-s^2)\,ds
=\frac{2\pi}{h}\int_0^R s(R^2-s^2)\,ds=\frac{\pi R^4}{2h}.
\end{equation}
The order of integration was exchanged in the first equality. Divided by $4\pi R^3/3$, the loss is $3R/(8h)$. With the mean radius 53.5 nm it is $3\times53.5/(8\times200)=10\,\%$. At $q/2$ the radii and the relative loss are about twice as large, and the extended ratio falls to $14.2$. This shift is similar in size to the one from curvature-slowed growth and opposite in sign. Each estimate was calculated with the others absent. With curvature-slowed growth (start $k_BT$ below the barrier top), the shorter lag and the faces acting together, the extended fraction at $q$ falls by about $28\,\%$ and the ratio is about $15.6$.

\paragraph{Glass transition and latent heat.} Take $\eta/(10\ \text{GPa})$ as the relaxation time of the liquid. During cooling at $q$, this time lengthens by one second per second at 461 K, which is taken as the point where the liquid leaves equilibrium. Stopping all kinetics there removes only $0.004\,\%$ of $K$. If no latent heat escaped, a heat capacity of $1.5$ J/(cm$^3$\,K) would give an average warming of $0.5$ K at $q$ and $7.4$ K at $q/2$. These values use the fractions found above and the heat of fusion at $T_m$; the enthalpy $g-T\,dg/dT$ released near 600 K is only about 450 J/cm$^3$. The second value is not negligible either way. The released heat slows the cooling while grains are still growing, more so at $q/2$, and thereby raises the ratio: if all of it is added to the imposed cooling, the extended ratio becomes about 21, or about 19 with the smaller enthalpy. The factor sixteen therefore needs most of the latent heat to escape during cooling. Even at small $X$, each growth front is warmed locally by about the released enthalpy times $uR/\kappa$, where $\kappa$ is the thermal conductivity; for $\kappa=1$ W/(m\,K) this raises the extended ratio to about $16.5$.

\paragraph{Comparison with real devices.} For $\sigma=80$ mJ/m$^2$, the cooling rate found here is far slower than the quench of a memory cell; a smaller $\sigma$ would remove much of this gap, as shown below. A drop of about 500 K within tens of nanoseconds or less means a rate of order $10^{10}$ K/s or higher. The assumption of no initial crystals also fails in a cell whose molten region touches crystalline material. In this model a rim advances 1.9 \textmu m at $q$ and 3.9 \textmu m at $q/2$, enough to recrystallize a region tens of nanometres wide completely. Limiting the advance to 10 nm would require cooling about $1938/10\approx190$ times faster, near $7\times10^9$ K/s. If the latent heat escapes, the factor sixteen, with the corrections estimated above, applies to the interior of a wide melted patch, farther from its edge than the rim advances. Nuclei on the film faces would add a further contribution that is not included here.

The absolute rate is much less certain than the ratio. Lowering $\sigma$ by $10\,\%$, with the other parameters fixed, raises the rate needed for $0.1\,\%$ from $3.5\times10^7$ to $3.3\times10^8$ K/s. Such a change alters $K$, which cancels from Eq.~\eqref{eq:sixteen}, but it also shrinks the grains, and the corrections for curvature and lag grow. At $\sigma=72$ mJ/m$^2$ the mean radius is about 9 nm and the corrected extended ratio is about 18. At $\sigma=60$ mJ/m$^2$ the rate is about $5\times10^9$ K/s and the mean radius is about 1 nm, comparable to $r_*$, so the $q^{-4}$ law no longer applies. The remaining values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
melting, start, end temperature: 900, 890, 400 K
heat of fusion: 700 J/cm3
interface energy: 80 mJ/m2
jump distance: 0.30 nm; atomic volume: 0.030 nm3
viscosity prefactor: 1.0e-04 Pa s; B: 1850 K; T0: 350 K
shear modulus: 10 GPa
heat capacity: 1.50 J/(cm3 K)
film thickness: 200 nm
peak growth speed: 0.386 m/s at 806 K
peak nucleation rate: 30.1 /(um3 us) at 553 K
K: 1575 (K/us)^4
cooling rate q for 0.1 %: 3.542e+07 K/s = 35.42 K/us
half rate: 1.771e+07 K/s = 17.71 K/us
extended fraction at q, q/2: 0.001001, 0.016008
crystallized fraction at q, q/2: 0.1000, 1.5881 %
ratio of fractions: 15.881
time integration, extended ratio: 16.00000
time integration, fraction ratio: 15.881
expansion of ratio: 16 + (-120) X
ratio when X(q) = 0.01 %: 15.988
ratio when X(q) = 0.10 %: 15.881
ratio when X(q) = 1.00 %: 14.854
ratio when X(q) = 5.00 %: 11.197
X(q) at which ratio is 5 % below 16: 0.688 %
birth temperatures at 5, 50, 95 % of volume: 587, 621, 654 K
at 621 K: barrier/kT 31.9, growth speed 0.0512 m/s
volume-weighted mean radius at q, q/2: 53.5, 107.0 nm
nuclei per volume at q, q/2: 60.4, 121 /um3
factor for fixed initial crystals: 8.0000; planar rim: 2.0000
random spheres, first rate: 0.0941 +- 0.0031, formula 0.0952
random spheres, half of it: 0.8014 +- 0.0103, formula 0.7981
birth radius: extended fraction at q +7.82 %, ratio 15.407
nucleation lag: extended fraction at q -1.56 %, ratio 16.126
film faces: extended fraction at q -10.03 %, ratio 14.236
critical radius at 621 K: 0.90 nm
nucleation lag at 621 K: 3.42 ns
liquid leaves equilibrium at q: 461 K
share of K lost if kinetics stop there: 0.0038 %
adiabatic latent heating at q, q/2: 0.47, 7.41 K
rim advance at q, q/2: 1938, 3877 nm
rate for 0.1 % with 10 % lower interface energy: 3.31e+08 K/s
\end{verbatim}
